# Logarithmic Splitting of Ising Ferroelectric Walls near First-Order Coexistence, part 2

A planar Ising wall separates infinitely wide domains \(P=\pm P_s\), with \(P_s^2=u_s\). We ask how its thickness behaves as the unpolarized phase \(P=0\) approaches coexistence with the domains. The treatment is mean-field, without applied field and, so far, without elastic misfit.

The Landau energy is \(f=aP^2/2-bP^4/4+cP^6/6\), and the gradient energy density is \(g(P')^2/2\). Here \(b,c,g>0\) are fixed and \(a\) varies. A prime on \(P\) means \(d/dx\), and on \(f\) it means \(d/dP\). The Euler–Lagrange equation is \(gP''=f'(P)\).

Coexistence is at \(a_0=3b^2/(16c)\), where \(f=f_0\) and the domains have \(P_0^2=3b/(4c)\). Thus \(b=4a_0/P_0^2\) and \(c=3a_0/P_0^4\). Also \(\xi=\sqrt{g/a_0}\), \(\delta=a_0-a\), \(t=\delta/a_0\) and \(R=\sqrt{b^2-4ac}\).

The first integral and the profile for \(a<a_0\) are

\[
\frac g2(P')^2=\frac c6(u_s-P^2)^2(P^2+m),\tag{19}
\]

\[
P(x)=P_s\frac{\sinh\kappa x}{\sqrt{A+\sinh^2\kappa x}},\tag{3}
\]

with \(A=1+u_s/m\), \(\kappa=\sqrt{c/(3g)}\sqrt{u_s(u_s+m)}\) and

\[
\begin{aligned}
m&=\frac{2P_0^2}{3}\left(\sqrt{1+3t}-1\right)
=P_0^2\left(t-\frac34t^2+\cdots\right),\\
u_s&=\frac{2P_0^2}{3}\left(1+\frac12\sqrt{1+3t}\right)
=P_0^2\left(1+\frac t2+\cdots\right).
\end{aligned}\tag{15}
\]

The unpolarized state exceeds the domains in energy density by

\[
\Delta f=f(0)-f(P_s)=\frac c6u_s^2m.\tag{8}
\]

If \(u_s>2m\), the slope has two maxima, at \(P^2=u_*\):

\[
u_*=\frac{u_s-2m}{3}=\frac bc-u_s=\frac{b-R}{2c}\tag{13}
\]

The distance \(L\) between the points \(P=\pm P_s/\sqrt2\) is

\[
L=\frac2\kappa\operatorname{arcsinh}\sqrt A,\tag{14}
\]

and, as \(t\to0^+\),

\[
L=\xi\ln\frac{4a_0}{a_0-a}+O\!\left(\xi\,t\ln\frac1t\right).\tag{4}
\]

In this limit the wall becomes two half-walls around a nearly unpolarized layer. With \(y\) measured from the centre of the right-hand one,

\[
P^2\to\frac{P_0^2}{1+e^{-2y/\xi}}.\tag{17}
\]

At coexistence, half-walls held \(\ell\gg\xi\) apart repel, with interaction energy per area

\[
V(\ell)=2a_0P_0^2\xi\,e^{-\ell/\xi}.\tag{20}
\]

### The balance that fixes the thickness

Below coexistence the layer costs energy. To first order in \(\delta\), \(f(P)-f(P_s)=f_0(P)+(\delta/2)(P_0^2-P^2)\). For \(x>0\), insert the half-wall centred at \(\ell/2\):

\[
\int_0^\infty\left(1-\frac{P^2}{P_0^2}\right)dx
=\int_{-\ell/2}^{\infty}\frac{dy}{1+e^{2y/\xi}}
=\frac\xi2\ln\left(1+e^{\ell/\xi}\right).
\]

This is \(\ell/2\) plus an exponentially small term. The two sides together therefore cost \((P_0^2\delta/2)\ell\), with no additional constant. This is why the half-height points \(P^2=P_s^2/2\) are the natural edges of the layer. Equation (8) gives the same cost per thickness: \((c/6)P_0^4(P_0^2t)=a_0P_0^2t/2=P_0^2\delta/2\).

A free half-wall obeys \(P'=(P/\xi)(1-P^2/P_0^2)\), which follows by differentiating (17). Since \(f_0=g(P')^2/2\) in it, its energy is

\[
\sigma_{1/2}=\int_0^{P_0}gP'\,dP
=\frac g\xi\left(\frac{P_0^2}{2}-\frac{P_0^2}{4}\right)
=\frac{gP_0^2}{4\xi}.\tag{22}
\]

The energy as a function of separation is, to leading order,

\[
G(\ell)=2\sigma_{1/2}+\frac{P_0^2\delta}{2}\ell
+2a_0P_0^2\xi e^{-\ell/\xi}.\tag{23}
\]

Setting \(dG/d\ell=0\) gives

\[
\frac{P_0^2\delta}{2}=2a_0P_0^2e^{-\ell/\xi}
\quad\Longrightarrow\quad
\ell=\xi\ln\frac{4a_0}{\delta}.\tag{24}
\]

This reproduces (4), including the factor 4, and shows its cause: a constant force that shrinks linearly with \(\delta\) compresses the layer against an exponentially weak repulsion. At the minimum

\[
G''=\frac{2a_0P_0^2}{\xi}e^{-\ell/\xi}=\frac{P_0^2\delta}{2\xi}>0.\tag{25}
\]

### Proposition 2: the wall energy has a logarithmic slope

*Let \(\sigma=\int[g(P')^2/2+f(P)-f(P_s)]dx\). Then*

\[
\frac{d\sigma}{da}=-\frac{u_s}{2}W,\qquad
W=\int\left(1-\frac{P^2}{u_s}\right)dx
=\frac2\kappa\sqrt{\frac{A}{A-1}}\operatorname{arcosh}\sqrt A.\tag{26}
\]

**Proof.** A change of \(a\) alters \(\sigma\) explicitly and through the profile. The profile part is

\[
\int\left[gP'\frac{\partial P'}{\partial a}+f'(P)\frac{\partial P}{\partial a}\right]dx
=\left[gP'\frac{\partial P}{\partial a}\right]_{-\infty}^{\infty}=0,
\]

by integration by parts, the Euler–Lagrange equation and \(P'\to0\). The explicit derivative of \(f(P)\) is \(P^2/2\). That of \(f(P_s)\) is \(u_s/2\), because \(f'(P_s)=0\). Their difference gives the first formula.

For the width, (3) gives \(1-P^2/u_s=A/(A+\sinh^2\kappa x)\). Put \(T=\tanh\kappa x\), so that \(\sinh^2\kappa x=T^2/(1-T^2)\) and \(\kappa\,dx=dT/(1-T^2)\). Then

\[
W=\frac A\kappa\int_{-1}^{1}\frac{dT}{A-(A-1)T^2}
=\frac2\kappa\sqrt{\frac A{A-1}}
\operatorname{artanh}\sqrt{\frac{A-1}{A}} .
\]

The inverse hyperbolic tangent equals

\[
\frac12\ln\frac{\sqrt A+\sqrt{A-1}}{\sqrt A-\sqrt{A-1}}
=\ln\left(\sqrt A+\sqrt{A-1}\right)=\operatorname{arcosh}\sqrt A ,
\]

where the first step multiplies numerator and denominator by \(\sqrt A+\sqrt{A-1}\). ∎

Near coexistence \(W\approx\xi\ln(4a_0/\delta)\). Since \(d\sigma/d\delta=-d\sigma/da\), integration from \(\delta=0\), where \(\sigma\to2\sigma_{1/2}\), gives

\[
\sigma\approx\frac{gP_0^2}{2\xi}
+\frac{P_0^2\xi\delta}{2}\left[\ln\frac{4a_0}{\delta}+1\right].\tag{27}
\]

The minimum of (23) has the same value, because the repulsion there equals \(P_0^2\xi\delta/2\). The wall energy thus stays finite while its derivative with respect to \(a\) diverges logarithmically.

### Proposition 3: stability and the breathing mode

*The wall is stable against localized changes of \(P(x)\), apart from translation, which costs no energy.*

**Proof.** Write a localized change as \(\eta=P'\varphi\), which is possible because \(P'>0\). Twice the second-order energy is \(\int[g(\eta')^2+f''(P)\eta^2]dx\). Differentiating the Euler–Lagrange equation gives \(gP'''=f''(P)P'\). Therefore

\[
\begin{aligned}
g(\eta')^2+f''\eta^2
&=g\left[(P'')^2+P'P'''\right]\varphi^2
+2gP'P''\varphi\varphi'+g(P')^2(\varphi')^2\\
&=\frac{d}{dx}\left[gP'P''\varphi^2\right]+g(P')^2(\varphi')^2 .
\end{aligned}
\]

The total derivative integrates to zero. The remainder is nonnegative, and it vanishes when \(\varphi\) is constant, which is a translation. ∎

The softest internal motion near coexistence is a change of layer thickness. Move each half-wall outward by a small distance \(d\), so that \(\ell\) changes by \(2d\). By (25) the energy rises by \(\frac12G''(2d)^2=P_0^2\delta d^2/\xi\). The displacement field has the norm

\[
\int\eta^2dx\approx2d^2\int(P')^2dx
=2d^2\frac{\sigma_{1/2}}{g}=\frac{P_0^2d^2}{2\xi},
\]

where the integral of \((P')^2\) is over one half-wall. An eigenvalue \(\lambda\) of \(-g\,d^2/dx^2+f''(P)\) gives the energy \(\frac12\lambda\int\eta^2dx\). Equating the two energies yields

\[
\lambda\approx4\delta.\tag{28}
\]

This is a leading-order estimate, since the half-walls are treated as rigid. The computed eigenvalues at \(t=10^{-2},10^{-3},10^{-4}\) are \(3.928\times10^{-2}\), \(3.988\times10^{-3}\) and \(3.998\times10^{-4}\), in units of \(a_0\). They lie below \(4\delta\) by 1.8%, 0.3% and 0.04% of \(4\delta\). The next eigenvalue stays above \(a_0\) in all three cases, so the breathing mode is the only soft internal mode at these values of \(t\).

### Proposition 4: clamped strain shifts the divergence

Electrostriction gives a polarized region a spontaneous strain. Take \(P\) along \(y\), with stress-free strains \(Q_{11}P^2\) along \(y\) and \(Q_{12}P^2\) along \(x\) and \(z\), and let \(a,b,c\) denote the stress-free coefficients. For strains that depend on \(x\) alone, compatibility requires \(d^2e_{yy}/dx^2=d^2e_{zz}/dx^2=0\). Bounded in-plane strains are therefore constant and keep their domain values through the layer. Relative to its stress-free state, the material inside the wall is strained by

\[
\epsilon_y=Q_{11}(u_s-P^2),\qquad \epsilon_z=Q_{12}(u_s-P^2).
\]

The wall can relax along its normal, so \(\sigma_{xx}=0\). For an isotropic medium with Young's modulus \(Y\) and Poisson ratio \(\nu\), Hooke's law is then \(Y\epsilon_y=\sigma_y-\nu\sigma_z\) and \(Y\epsilon_z=\sigma_z-\nu\sigma_y\). Solving for the stresses gives \(\sigma_y=Y(\epsilon_y+\nu\epsilon_z)/(1-\nu^2)\), and the same with \(y\) and \(z\) exchanged. The elastic energy density \((\sigma_y\epsilon_y+\sigma_z\epsilon_z)/2\) is \(h(u_s-P^2)^2\), with

\[
h=\frac{Y}{2(1-\nu^2)}
\left(Q_{11}^2+Q_{12}^2+2\nu Q_{11}Q_{12}\right).\tag{29}
\]

*With this energy included, the profile (3) holds after the replacement*

\[
m\to\tilde m=m+\frac{6h}{c},\tag{30}
\]

*provided \(\tilde m>0\), and near coexistence*

\[
L\approx\xi\ln\frac{4a_0}{\delta+2hP_0^2},
\qquad \frac{\delta^2}{a_0}\ll\delta+2hP_0^2\ll a_0.\tag{31}
\]

**Proof.** The added energy vanishes in the domains together with its first derivative, so \(u_s\) is unchanged. The right side of (19) gains \(h(u_s-P^2)^2\), which can be absorbed into the last factor as \(P^2+m+6h/c\). The derivation of (3) used this form alone. Since \(6h/c=2hP_0^4/a_0\), we have \(\tilde m\approx(P_0^2/a_0)(\delta+2hP_0^2)\). By (15), the term dropped from \(m\) is of order \(P_0^2\delta^2/a_0^2\), which is negligible under the left-hand condition in (31). Putting this into \(L\approx\xi\ln(4P_0^2/\tilde m)\) gives (31). ∎

The layer now costs elastic energy in proportion to its thickness even at \(\delta=0\), so \(L\) stays finite at coexistence. For \(h<a_0/(3P_0^2)\) the divergence is moved, not removed: \(L\) grows without limit as \(\tilde m\to0^+\), which for small \(h\) happens near \(a=a_0+2hP_0^2\), where the domains are only metastable. For \(h>a_0/(3P_0^2)\) it is removed: at \(a=b^2/(4c)=4a_0/3\), where the polarized domains cease to exist, \(m=-2P_0^2/3\) and \(\tilde m=2hP_0^4/a_0-2P_0^2/3\) is still positive, so \(L\) stays finite as long as there are domains. Unbounded growth at coexistence itself, as in the theorem, requires the misfit to be absent. The splitting condition also changes, from \(u_s>2m\) to \(u_s>2\tilde m\). At coexistence this reads \(P_0^2>4hP_0^4/a_0\), or \(h<a_0/(4P_0^2)\); a stiffer misfit suppresses the two slope maxima for all \(a\le a_0\). In general, (13) and (30) turn the condition into \(h<(b-R)/8\), and this bound rises with \(a\) to \(b/8=a_0/(2P_0^2)\) at \(a=4a_0/3\). For \(a_0/(4P_0^2)<h<a_0/(2P_0^2)\) the wall therefore still splits between metastable domains at large enough \(a>a_0\), and for \(h\ge a_0/(2P_0^2)\) it does not split at any \(a\).

### Worked example at \(t=10^{-3}\)

Use the reduced units \(a_0=P_0=\xi=1\). The parameters are \(P_s=1.00025\), \(m=9.9925\times10^{-4}\), \(\kappa=1.0010\) and \(A=1002.25\). Equation (14) gives

\[
L=\frac{2\operatorname{arcsinh}\sqrt{1002.25}}{1.0010}
\approx\frac{8.297}{1.0010}\approx8.289 .
\]

The polarization is 0.037 at \(x=1\), 0.114 at \(x=2\), 0.303 at \(x=3\), 0.655 at \(x=4\) and 0.921 at \(x=5\). The central region is nearly empty, and most of the rise occurs around \(x=L/2\approx4.14\). By (13), the slope maxima lie at \(P^2=(1.0005-0.0020)/3\approx0.333\), or \(|P|\approx0.577\).

Two free half-walls cost \(0.5\,a_0P_0^2\xi\). Equation (27) gives

\[
\sigma\approx0.5+\frac{10^{-3}}2(8.29405+1)=0.504647 ,
\]

in the same unit, and quadrature also gives 0.504647 to six decimals. The excess width is \(W=8.292\), close to \(L\) but not identical to it.

Now let \(h=0.005\,a_0/P_0^2\), a deliberately weak misfit, so that \(2hP_0^2=0.010\,a_0\). At \(t=10^{-3}\) the thickness falls from 8.289 to 5.878. At coexistence it reaches 5.977, where (31) gives \(\ln(4/0.010)=5.991\). With this misfit the thickness is finite at coexistence. It continues to grow as \(a\) is raised further, and diverges only near \(\delta=-0.010\,a_0\), where the domains are metastable.

For a conversion, suppose that \(a\) is linear in temperature and vanishes at the Curie–Weiss temperature. Then \(t\) is the distance below coexistence divided by the interval between the two temperatures. With the chosen values \(\xi=1\) nm and an interval of 10 K, \(t=10^{-3}\) means 10 mK below coexistence, and the thickness without misfit is about 8.3 nm. These are model scales and describe no particular material. The remaining values are in the numerical output.

### Where the result fails

The law needs \(t\ll1\) and a layer free of misfit, or at least \(2hP_0^2\ll\delta\). This is a severe restriction in real ferroelectrics. Typical Landau and electrostrictive coefficients of barium titanate and lead titanate give \(hP_0^2/a_0\) above 1, well beyond the limit of 1/4 for splitting at coexistence. A wall clamped as in Proposition 4 then stays narrow and does not split. The law is also derived for infinitely wide domains. A uniform field along \(P\) adds \(-EP\) to \(f\) and gives the two domains different energies. The first integral then cannot vanish at both ends, and no static wall remains. Proposition 3 covers changes of \(P(x)\) alone; an instability towards another polarization component would invalidate the Ising assumption and must be examined separately. Thermal fluctuations of the two half-walls are also outside the theory. Their effect deserves attention close to coexistence, where by (25) the stiffness \(G''\) against changes of the layer thickness vanishes in proportion to \(\delta\).

## Computed values

```
model: b = 4.0 a0/P0^2, c = 3.0 a0/P0^4, g = 1.0 a0 xi^2
coexistence check: a0 = 1.000000, P0^2 = 1.000000, xi = 1.000000 (reduced units)
t=(a0-a)/a0 | L by quadrature | ln(4/t) | width of |P|<0.1Ps  (xi)
  1e-1 | 3.595196 | 3.688879 | 0.630178
  1e-2 | 5.959452 | 5.991465 | 1.768112
  1e-3 | 8.288514 | 8.294050 | 3.745089
  1e-4 | 10.595850 | 10.596635 | 6.006070
  1e-5 | 12.899118 | 12.899220 | 8.304534
  1e-6 | 15.201792 | 15.201805 | 10.606726
  1e-7 | 17.504389 | 17.504390 | 12.909274
  1e-8 | 19.806975 | 19.806975 | 15.211856
growth of L from t=1e-7 to 1e-8: 2.302586 xi; ln 10 = 2.302585
constant shift for the 0.1 Ps criterion: -4.595120 xi
at t = 1e-3: Ps = 1.000250 P0, m = 9.992511e-04 P0^2
at t = 1e-3: kappa = 1.000999 /xi, A = 1002.249
  profile at t = 1e-3: x = 0 xi, P = 0.000000 P0
  profile at t = 1e-3: x = 1 xi, P = 0.037154 P0
  profile at t = 1e-3: x = 2 xi, P = 0.114080 P0
  profile at t = 1e-3: x = 3 xi, P = 0.302595 P0
  profile at t = 1e-3: x = 4 xi, P = 0.654576 P0
  profile at t = 1e-3: x = 5 xi, P = 0.920721 P0
  profile at t = 1e-3: x = 6 xi, P = 0.988295 P0
  profile at t = 1e-3: x = 7 xi, P = 0.998610 P0
two free half-walls: energy 0.500000 a0 P0^2 xi
wall energy at t = 1e-3: 0.50464746 a0 P0^2 xi; expansion 0.50464702
excess width W at t = 1e-3: 8.291655 xi
breathing mode at t = 1e-2: 3.927708e-02 a0; 4t = 4.0e-02 a0; next mode 1.3957 a0
breathing mode at t = 1e-3: 3.988355e-03 a0; 4t = 4.0e-03 a0; next mode 1.1805 a0
breathing mode at t = 1e-4: 3.998304e-04 a0; 4t = 4.0e-04 a0; next mode 1.1046 a0
clamped-strain strength h = 0.005 a0/P0^2; cutoff 2 h P0^2 = 0.010 a0
  with strain, t = 0.010: L = 5.258030 xi; log law 5.298317 xi
  with strain, t = 0.001: L = 5.877896 xi; log law 5.896154 xi
  with strain, t = 0.000: L = 5.976539 xi; log law 5.991465 xi
chosen scales: xi = 1.0 nm, coexistence 10.0 K above the Curie-Weiss temperature
then 10.0 mK below coexistence (t = 1e-3): L = 8.289 nm
largest profile error against the boundary-value solution: 7.9e-09 Ps
```
